# Long-wave dispersion of a chain with power-law springs: verification in Python

```python
"""
Long-wave dispersion of a chain with springs K_n = K n^(-p) between
atoms n spacings apart (mass M, spacing a, theta = q a, w0 = sqrt(K/M)):
    omega^2 = 2 w0^2 S,   S = sum_{n>=1} n^(-p) (1 - cos(n theta)).
Result under test, for theta -> 0:
    1 < p < 3 : omega -> w0 sqrt(2 C_p) theta^((p-1)/2),
                C_p = pi / (2 Gamma(p) sin(pi (p-1)/2))
    p = 3     : omega -> w0 theta sqrt(ln(1/theta) + 3/2)
    p > 3     : omega -> w0 sqrt(zeta(p-2)) theta
Wavelengths are L spacings, theta = 2 pi / L.
"""
import numpy as np
from scipy.constants import atomic_mass
from scipy.integrate import quad
from scipy.linalg import circulant
from scipy.special import gamma, zeta


def lattice_sum(p, L):
    """Full infinite sum S; terms with equal cosine are grouped."""
    r = np.arange(1, L)
    return np.sum(2 * np.sin(np.pi * r / L)**2 * zeta(p, r / L)) / L**p


def partial_sum(p, theta, first, last):
    n = np.arange(first, last + 1, dtype=float)
    return np.sum(2 * np.sin(n * theta / 2)**2 * n**(-p))


def c_coefficient(p):
    return np.pi / (2 * gamma(p) * np.sin(np.pi * (p - 1) / 2))


def limiting_omega(p, theta):
    """Limiting law for omega/w0 (constant 3/2 kept at p = 3)."""
    if p < 3:
        return np.sqrt(2 * c_coefficient(p)) * theta**((p - 1) / 2)
    if p == 3:
        return theta * np.sqrt(np.log(1 / theta) + 1.5)
    return np.sqrt(zeta(p - 2)) * theta


# Dispersion relation against diagonalization of a periodic ring.
ring_size, reach, p_ring = 40, 2000, 2.5
n = np.arange(1, reach + 1)
coupling = np.bincount(n % ring_size, n**(-p_ring), ring_size)
coupling += np.bincount((-n) % ring_size, n**(-p_ring), ring_size)
dynamical = np.eye(ring_size) * coupling.sum() - circulant(coupling)
eigenvalues = np.linalg.eigvalsh(dynamical)
formula = np.sort([2 * partial_sum(p_ring, 2 * np.pi * k / ring_size,
                                   1, reach) for k in range(ring_size)])
assert np.allclose(eigenvalues, formula, atol=1e-11)

# Grouped sum against the plain sum; the cut is after whole wavelengths,
# so the omitted cosine tail is of order cut^(-p).
cut = 1_000_000
for p in (1.5, 2.5, 3.0, 4.0):
    plain = partial_sum(p, 2 * np.pi / 50, 1, cut) + zeta(p, cut + 1)
    assert abs(plain / lattice_sum(p, 50) - 1) < 1e-8

# At p = 1 each decade of n adds ln 10: no finite frequency.
decade = partial_sum(1.0, 2 * np.pi / 10, 100_001, 1_000_000)
assert abs(decade - np.log(10)) < 1e-4

# C_p against direct quadrature of (1 - cos x) / x^p.
c_quadrature = {}
for p in (1.5, 2.0, 2.5):
    near = quad(lambda x: 2 * np.sin(x / 2)**2 / x**p, 0, 1)[0]
    wave = quad(lambda x: x**(-p), 1, np.inf, weight='cos', wvar=1.0)[0]
    c_quadrature[p] = near + 1 / (p - 1) - wave
    assert abs(c_quadrature[p] / c_coefficient(p) - 1) < 1e-6

# Closed form at p = 2 and the fourth-order remainder at p = 3.
for L in (3, 10, 100):
    th = 2 * np.pi / L
    assert abs(lattice_sum(2.0, L) - (np.pi * th / 2 - th**2 / 4)) < 1e-11
th = 2 * np.pi / 20
remainder = (lattice_sum(3.0, 20)
             - th**2 / 2 * (np.log(1 / th) + 1.5)) / th**4
assert abs(remainder * 288 - 1) < 1e-3

# Approach to the limiting laws and local exponents.
powers = (1.5, 2.0, 2.5, 3.0, 3.5, 4.0)
lengths = (100, 1000, 10_000, 100_000)
omega = {(p, L): np.sqrt(2 * lattice_sum(p, L))
         for p in powers for L in lengths}
ratio = {(p, L): omega[p, L] / limiting_omega(p, 2 * np.pi / L)
         for p in powers for L in lengths}
exponent = {p: np.log10(omega[p, 10_000] / omega[p, 100_000])
            for p in powers}
for p in powers:
    errors = [abs(ratio[p, L] - 1) for L in lengths]
    assert errors[-1] < 0.005
    if p != 3:  # at p = 3 the error soon reaches rounding level
        assert all(x > y for x, y in zip(errors, errors[1:]))
        assert abs(exponent[p] - min((p - 1) / 2, 1)) < 0.003
    else:
        assert errors[0] < 1e-5 and errors[-1] < 1e-9

# Bare logarithmic law at p = 3: approached from above, slowly.
bare = [omega[3.0, L] / (2 * np.pi / L * np.sqrt(np.log(L / (2 * np.pi))))
        for L in lengths]
assert all(x > y > 1 for x, y in zip(bare, bare[1:]))

# Springs cut off at a finite range restore the linear law (p = 2).
cut_range = 100
cut_omega = [np.sqrt(2 * partial_sum(2.0, 2 * np.pi / L, 1, cut_range))
             for L in (10_000, 100_000)]
cut_exponent = np.log10(cut_omega[0] / cut_omega[1])
cut_slope = cut_omega[1] / (2 * np.pi / 100_000)
assert abs(cut_exponent - 1) < 1e-3
assert abs(cut_slope / np.sqrt(cut_range) - 1) < 1e-4

# Worked example with round model parameters.
mass_u, spring, spacing = 50.0, 20.0, 0.3e-9
w0 = np.sqrt(spring / (mass_u * atomic_mass))
speed = {(p, L): w0 * omega[p, L] * spacing * L / (2 * np.pi) / 1000
         for p in (2.0, 3.0, 4.0) for L in lengths}
sound = spacing * w0 * np.sqrt(zeta(2.0)) / 1000
assert abs(speed[4.0, 100_000] / sound - 1) < 1e-3
for p in (2.0, 3.0):
    assert all(speed[p, x] < speed[p, y]
               for x, y in zip(lengths, lengths[1:]))

print(f"M = {mass_u:.0f} u, K = {spring:.0f} N/m, a = {spacing*1e9:.1f} nm")
print(f"w0 = sqrt(K/M) = {w0/1e12:.3f} rad/ps")
print(f"p=1: sum added by n from 1e5 to 1e6 = {decade:.5f} (no unit)")
for p in c_quadrature:
    print(f"p={p}: C_p formula {c_coefficient(p):.6f}, "
          f"quadrature {c_quadrature[p]:.6f}")
print("omega/w0 = prefactor * theta^power in the limit (no unit):")
for p in powers:
    if p != 3:
        print(f"p={p}: prefactor {limiting_omega(p, 1.0):.4f}, "
              f"power {min((p-1)/2, 1):.2f}")
print("local exponent between L = 10000 and 100000 (no unit):")
for p in powers:
    print(f"p={p}: {exponent[p]:.4f}")
print("full omega / limiting law (3/2 kept at p=3), L = 100, 100000:")
for p in powers:
    print(f"p={p}: {ratio[p, 100]:.5f}, {ratio[p, 100_000]:.5f}")
print("p=3: full omega / bare sqrt-log law (no unit):")
for L, value in zip(lengths, bare):
    print(f"L={L}: {value:.4f}")
print(f"p=3: remainder/theta^4 at L=20: {remainder:.6f}, "
      f"1/288 = {1/288:.6f}")
print(f"p=2 cut at n={cut_range}: exponent {cut_exponent:.5f}, "
      f"omega/(w0 theta) {cut_slope:.4f}")
theta_example = 2 * np.pi / 1000
print(f"L=1000: theta = {theta_example:.6f} rad, "
      f"q = {theta_example/spacing/1e9:.6f} rad/nm")
for p in (2.0, 3.0, 4.0):
    full = w0 * omega[p, 1000]
    law = w0 * limiting_omega(p, theta_example)
    print(f"p={p}: omega {full/1e12:.5f} rad/ps, law {law/1e12:.5f} "
          f"rad/ps, nu {full/(2*np.pi)/1e9:.2f} GHz")
print("omega/q in km/s for p = 2, 3, 4:")
for L in lengths:
    print(f"L={L}: {speed[2.0, L]:.3f}, {speed[3.0, L]:.3f}, "
          f"{speed[4.0, L]:.3f}")
print(f"p=4: limiting sound speed = {sound:.3f} km/s")
print("all assertions hold")
```

Output:

```
M = 50 u, K = 20 N/m, a = 0.3 nm
w0 = sqrt(K/M) = 15.520 rad/ps
p=1: sum added by n from 1e5 to 1e6 = 2.30259 (no unit)
p=1.5: C_p formula 2.506628, quadrature 2.506628
p=2.0: C_p formula 1.570796, quadrature 1.570796
p=2.5: C_p formula 1.671086, quadrature 1.671086
omega/w0 = prefactor * theta^power in the limit (no unit):
p=1.5: prefactor 2.2390, power 0.25
p=2.0: prefactor 1.7725, power 0.50
p=2.5: prefactor 1.8282, power 0.75
p=3.5: prefactor 1.6163, power 1.00
p=4.0: prefactor 1.2825, power 1.00
local exponent between L = 10000 and 100000 (no unit):
p=1.5: 0.2500
p=2.0: 0.5000
p=2.5: 0.7484
p=3.0: 0.9499
p=3.5: 0.9981
p=4.0: 1.0000
full omega / limiting law (3/2 kept at p=3), L = 100, 100000:
p=1.5: 0.99967, 1.00000
p=2.0: 0.99499, 0.99999
p=2.5: 0.94365, 0.99827
p=3.0: 1.00000, 1.00000
p=3.5: 0.93368, 0.99797
p=4.0: 0.99000, 0.99999
p=3: full omega / bare sqrt-log law (no unit):
L=100: 1.2418
L=1000: 1.1384
L=10000: 1.0970
L=100000: 1.0747
p=3: remainder/theta^4 at L=20: 0.003473, 1/288 = 0.003472
p=2 cut at n=100: exponent 0.99998, omega/(w0 theta) 10.0000
L=1000: theta = 0.006283 rad, q = 0.020944 rad/nm
p=2.0: omega 2.17948 rad/ps, law 2.18057 rad/ps, nu 346.88 GHz
p=3.0: omega 0.24996 rad/ps, law 0.24996 rad/ps, nu 39.78 GHz
p=4.0: omega 0.12495 rad/ps, law 0.12507 rad/ps, nu 19.89 GHz
omega/q in km/s for p = 2, 3, 4:
L=100: 32.759, 9.618, 5.912
L=1000: 104.063, 11.935, 5.966
L=10000: 329.223, 13.869, 5.971
L=100000: 1041.141, 15.565, 5.972
p=4: limiting sound speed = 5.972 km/s
all assertions hold
```
